# Forces from Local-Frame Multipoles with Self-Consistent Induced Dipoles: verification in Python

```python
"""
Forces for point multipoles fixed in local atomic frames, with induced dipoles.

Result under test: if the induced dipoles p make the energy
  U = 1/2 sum_i (q phi + d.grad phi + Q:grad grad phi) + 1/2 sum_i p.alpha^-1.p
stationary (d = mu + p), the exact force is the derivative at fixed laboratory
moments plus the torque of each site turned into forces on its frame atoms.
No derivative of p is needed.

q charge, mu permanent dipole, Q traceless half second moment,
alpha polarizability tensor, phi potential of the other molecule.
Atomic units inside; input and output in e, angstrom and eV.
"""
import itertools
import math
import numpy as np
from scipy import constants, linalg
from scipy.spatial.transform import Rotation

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
FORCE = HARTREE / BOHR

NAMES = ["M1", "A1", "B1", "M2", "A2", "B2"]
MOLECULE = [0, 0, 0, 1, 1, 1]
POSITIONS = np.array([[0.0, 0.0, 0.0], [0.8, 0.6, 0.0], [-0.8, 0.6, 0.0],
                      [2.4, 1.6, 0.3], [3.0, 1.6, 1.1], [3.0, 1.6, -0.5]]) / BOHR
FRAMES = [("bisector", 1, 2), ("z-then-x", 0, 2), ("z-then-x", 0, 1),
          ("bisector", 4, 5), ("z-then-x", 3, 5), ("z-then-x", 3, 4)]
N = len(NAMES)

# model parameters in e, e*angstrom, e*angstrom^2, angstrom^3
CENTRE = dict(q=-0.5, mu=[0.0, 0.0, 0.1],
              Q=[[0.06, 0, 0], [0, -0.10, 0], [0, 0, 0.04]], alpha=[0.9, 0.7, 0.8])
END = dict(q=0.25, mu=[0.02, 0.0, -0.05],
           Q=[[0.02, 0, 0.02], [0, -0.03, 0], [0.02, 0, 0.01]], alpha=[0.4, 0.3, 0.5])
SITES = [CENTRE, END, END, CENTRE, END, END]
CHARGE = np.array([s["q"] for s in SITES])
MU_LOCAL = np.array([s["mu"] for s in SITES]) / BOHR
Q_LOCAL = np.array([s["Q"] for s in SITES]) / BOHR**2
ALPHA_LOCAL = np.array([np.diag(s["alpha"]) for s in SITES]) / BOHR**3

PAIRS = [(i, j) for i in range(N) for j in range(N) if MOLECULE[i] != MOLECULE[j]]
I = np.array([p[0] for p in PAIRS])
J = np.array([p[1] for p in PAIRS])


def coulomb_tensors(sep, top):
    """All Cartesian derivatives of 1/r up to order top, by recursion."""
    r = np.linalg.norm(sep, axis=-1)
    memo = {}

    def derivative(counts, m):
        if (counts, m) not in memo:
            if sum(counts) == 0:
                value = (-1)**m * math.prod(range(1, 2 * m, 2)) / r**(2 * m + 1)
            else:
                axis = next(k for k in range(3) if counts[k] > 0)
                low = list(counts)
                low[axis] -= 1
                value = sep[..., axis] * derivative(tuple(low), m + 1)
                if low[axis] > 0:
                    factor = low[axis]
                    low[axis] -= 1
                    value = value + factor * derivative(tuple(low), m + 1)
            memo[(counts, m)] = value
        return memo[(counts, m)]

    tensors = []
    for n in range(top + 1):
        t = np.zeros(sep.shape[:-1] + (3,) * n)
        for idx in itertools.product(range(3), repeat=n):
            t[(...,) + idx] = derivative((idx.count(0), idx.count(1), idx.count(2)), 0)
        tensors.append(t)
    return tensors


def potential_derivatives(pos, d, Q, top):
    """phi, grad phi, ... at each site from the sites of the other molecule."""
    T = coulomb_tensors(pos[I] - pos[J], top + 2)
    result = []
    for n in range(top + 1):
        s = "abc"[:n]
        term = (np.einsum("p,p" + s + "->p" + s, CHARGE[J], T[n])
                - np.einsum("px,px" + s + "->p" + s, d[J], T[n + 1])
                + np.einsum("pxy,pxy" + s + "->p" + s, Q[J], T[n + 2]))
        total = np.zeros((N,) + (3,) * n)
        np.add.at(total, I, term)
        result.append(total)
    return result


def unit(x):
    return x / np.linalg.norm(x)


def frame_vectors(pos, i):
    kind, a, b = FRAMES[i]
    u, v = pos[a] - pos[i], pos[b] - pos[i]
    w = u if kind == "z-then-x" else unit(u) + unit(v)
    return kind, u, v, w


def local_axes(pos, i):
    """Rotation matrix whose columns are the local x, y, z axes."""
    _, _, v, w = frame_vectors(pos, i)
    ez = unit(w)
    ex = unit(v - (v @ ez) * ez)
    return np.column_stack([ex, np.cross(ez, ex), ez])


def lab_moments(pos):
    R = np.array([local_axes(pos, i) for i in range(N)])
    Rt = R.transpose(0, 2, 1)
    return np.einsum("iab,ib->ia", R, MU_LOCAL), R @ Q_LOCAL @ Rt, R @ ALPHA_LOCAL @ Rt


def polarization_system(pos):
    """Matrix A and permanent field E0 of the linear equations A p = E0."""
    mu, Q, alpha = lab_moments(pos)
    A = linalg.block_diag(*np.linalg.inv(alpha))
    T2 = coulomb_tensors(pos[I] - pos[J], 2)[2]
    for k, (i, j) in enumerate(PAIRS):
        A[3*i:3*i+3, 3*j:3*j+3] -= T2[k]
    return A, -potential_derivatives(pos, mu, Q, 1)[1]


def converged_dipoles(pos):
    A, field = polarization_system(pos)
    return np.linalg.solve(A, field.ravel()).reshape(N, 3)


def first_guess_dipoles(pos):
    """Dipoles induced by the permanent field alone: not stationary."""
    alpha = lab_moments(pos)[2]
    return np.einsum("iab,ib->ia", alpha, polarization_system(pos)[1])


def self_energy(p, alpha):
    return 0.5 * np.einsum("ia,iab,ib->", p, np.linalg.inv(alpha), p)


def energy(pos, p, moments=None):
    mu, Q, alpha = lab_moments(pos) if moments is None else moments
    d = mu + p
    phi, grad, hess = potential_derivatives(pos, d, Q, 2)
    pair = 0.5 * (CHARGE @ phi + np.sum(d * grad) + np.sum(Q * hess))
    return pair + self_energy(p, alpha)


def axial_vector(M):
    return np.array([M[1, 2] - M[2, 1], M[2, 0] - M[0, 2], M[0, 1] - M[1, 0]])


def site_torque(mu, Q, alpha, p, grad, hess):
    """Torque on the frame of one site, p held fixed in the laboratory."""
    return (np.cross(mu, -grad) - 2 * axial_vector(Q @ hess)
            + np.cross(p, np.linalg.solve(alpha, p)))


def torque_to_forces(pos, i, torque):
    """Forces on the two frame atoms; site i receives minus their sum."""
    kind, u, v, w = frame_vectors(pos, i)
    ex, ey, ez = local_axes(pos, i).T
    tx, ty, tz = torque @ ex, torque @ ey, torque @ ez
    on_w = (ty * ex - (tx + tz * (v @ ez) / (v @ ex)) * ey) / np.linalg.norm(w)
    on_v = tz * ey / (v @ ex)
    if kind == "z-then-x":
        return on_w, on_v

    def through_unit_vector(x):
        return (on_w - unit(x) * (unit(x) @ on_w)) / np.linalg.norm(x)
    return through_unit_vector(u), on_v + through_unit_vector(v)


def explicit_forces(pos, p):
    """Direct forces, torque forces and torques, all at fixed p."""
    mu, Q, alpha = lab_moments(pos)
    d = mu + p
    _, grad, hess, third = potential_derivatives(pos, d, Q, 3)
    direct = -(CHARGE[:, None] * grad + np.einsum("ib,iba->ia", d, hess)
               + np.einsum("ibc,ibca->ia", Q, third))
    torques = np.array([site_torque(mu[i], Q[i], alpha[i], p[i], grad[i], hess[i])
                        for i in range(N)])
    from_torque = np.zeros((N, 3))
    for i, (_, a, b) in enumerate(FRAMES):
        fa, fb = torque_to_forces(pos, i, torques[i])
        from_torque[a] += fa
        from_torque[b] += fb
        from_torque[i] -= fa + fb
    return direct, from_torque, torques


def numerical_gradient(function, pos, h=2e-3):
    """Fourth-order central differences; function may return an array."""
    rows = []
    for i in range(N):
        for k in range(3):
            step = np.zeros((N, 3))
            step[i, k] = h
            rows.append((8 * (function(pos + step) - function(pos - step))
                         - function(pos + 2 * step) + function(pos - 2 * step)) / (12 * h))
    rows = np.array(rows)
    return rows.reshape((N, 3) + rows.shape[1:])


def cluster_energy(pos, d, Q, h):
    """Coulomb sum with each multipole replaced by nearby point charges."""
    points, charges, owner = [], [], []

    def add(i, shift, charge):
        points.append(pos[i] + shift)
        charges.append(charge)
        owner.append(MOLECULE[i])
    for i in range(N):
        add(i, np.zeros(3), CHARGE[i])
        for sign in (1, -1):
            add(i, sign * 0.5 * h * unit(d[i]), sign * np.linalg.norm(d[i]) / h)
        strengths, directions = np.linalg.eigh(Q[i])
        for s, n in zip(strengths, directions.T):
            add(i, h * n, s / h**2)
            add(i, -h * n, s / h**2)
            add(i, np.zeros(3), -2 * s / h**2)
    points, charges, owner = np.array(points), np.array(charges), np.array(owner)
    first, second = owner == 0, owner == 1
    distance = np.linalg.norm(points[first][:, None] - points[second][None], axis=-1)
    return charges[first] @ (1 / distance) @ charges[second]


def text(x, digits=4):
    return " ".join(f"{round(float(c), digits) + 0.0:9.{digits}f}" for c in x)


pos = POSITIONS
mu, Q, alpha = lab_moments(pos)
p = converged_dipoles(pos)
A, E0 = polarization_system(pos)
U = energy(pos, p)
U_perm = energy(pos, np.zeros((N, 3)))
direct, from_torque, torques = explicit_forces(pos, p)
forces = direct + from_torque
_, grad, hess = potential_derivatives(pos, mu + p, Q, 2)

# multipole energy against a plain Coulomb sum over point charges
coarse, fine = (cluster_energy(pos, mu + p, Q, h) for h in (0.04, 0.02))
cluster = (4 * fine - coarse) / 3
cluster_error = abs(cluster - (U - self_energy(p, alpha)))
assert cluster_error < 1e-7

# the stationary point is a minimum, and the polarization energy is -p.E0/2
smallest = linalg.eigh(A, linalg.block_diag(*np.linalg.inv(alpha)), eigvals_only=True)[0]
assert smallest > 0
assert np.allclose(p, np.einsum("iab,ib->ia", alpha, -grad), atol=1e-12)
assert abs(U - U_perm + 0.5 * np.sum(p * E0)) < 1e-12

# torques against explicit rotation of the moments of one site
angle = 1e-4
torque_error = 0.0
for i in range(N):
    for k in range(3):
        values = []
        for sign in (1, -1):
            R = Rotation.from_rotvec(sign * angle * np.eye(3)[k]).as_matrix()
            m2, q2, a2 = mu.copy(), Q.copy(), alpha.copy()
            m2[i], q2[i], a2[i] = R @ mu[i], R @ Q[i] @ R.T, R @ alpha[i] @ R.T
            values.append(energy(pos, p, (m2, q2, a2)))
        numeric = -(values[0] - values[1]) / (2 * angle)
        torque_error = max(torque_error, abs(numeric - torques[i, k]))
assert torque_error < 1e-8
for i in range(N):
    short = np.cross(mu[i] + p[i], -grad[i]) - 2 * axial_vector(Q[i] @ hess[i])
    assert np.allclose(short, torques[i], atol=1e-12)
    _, u, v, _ = frame_vectors(pos, i)
    fa, fb = torque_to_forces(pos, i, torques[i])
    assert np.allclose(np.cross(u, fa) + np.cross(v, fb), torques[i], atol=1e-12)

# an axially symmetric site feels no torque about its own axis
axis = local_axes(pos, 1)[:, 2]
axial = np.outer(axis, axis)
t_axial = site_torque(0.1 * axis, 0.1 * (axial - np.eye(3) / 3), 2 * np.eye(3) + axial,
                      np.array([0.1, -0.2, 0.05]), grad[1], hess[1])
assert abs(t_axial @ axis) < 1e-12 and np.linalg.norm(t_axial) > 1e-4

# full forces against energies whose induced dipoles are solved anew each time
def relaxed_energy(x):
    return energy(x, converged_dipoles(x))


force_error = np.abs(forces + numerical_gradient(relaxed_energy, pos)).max()
assert force_error < 1e-8
distorted = pos + np.random.default_rng(5).uniform(-0.15, 0.15, (N, 3))
f_direct, f_torque, _ = explicit_forces(distorted, converged_dipoles(distorted))
distorted_error = np.abs(f_direct + f_torque
                         + numerical_gradient(relaxed_energy, distorted)).max()
assert distorted_error < 1e-8

# conservation laws, and their failure without the torque forces
net_force = np.linalg.norm(forces.sum(axis=0))
net_torque = np.linalg.norm(np.cross(pos, forces).sum(axis=0))
direct_torque = np.cross(pos, direct).sum(axis=0)
assert net_force < 1e-11 and net_torque < 1e-11
assert np.allclose(direct_torque, -torques.sum(axis=0), atol=1e-11)
assert np.linalg.norm(direct_torque) > 1e-4

# unconverged dipoles: the response term returns
guess = first_guess_dipoles(pos)
guess_forces = sum(explicit_forces(pos, guess)[:2])
residual = (A @ guess.ravel()).reshape(N, 3) - E0
response = np.einsum("ikjb,jb->ik", numerical_gradient(first_guess_dipoles, pos), residual)
guess_gradient = numerical_gradient(lambda x: energy(x, first_guess_dipoles(x)), pos)
assert np.allclose(guess_gradient, -guess_forces + response, atol=1e-8)
assert np.abs(response).max() > 1e-6

# energy error is second order, explicit force error first order in the dipole error
energy_errors, force_errors = [], []
for scale in (0.1, 0.05):
    trial = p + scale * (guess - p)
    energy_errors.append(energy(pos, trial) - U)
    force_errors.append(np.linalg.norm(sum(explicit_forces(pos, trial)[:2]) - forces))
energy_ratio = energy_errors[0] / energy_errors[1]
force_ratio = force_errors[0] / force_errors[1]
assert abs(energy_ratio - 4) < 1e-3 and abs(force_ratio - 2) < 0.04

# differentiating -p.E0/2 at frozen p does not give the force
zero = np.zeros((N, 3))
frozen = -numerical_gradient(
    lambda x: energy(x, zero) - 0.5 * np.sum(p * polarization_system(x)[1]), pos)
frozen_error = np.abs(frozen - forces).max()
assert frozen_error > 1e-4

for name, x in zip(NAMES, pos):
    print(f"position {name} (angstrom):", text(x * BOHR, 2))
for label, s in (("centre M", CENTRE), ("end A,B", END)):
    print(f"{label} charge (e): {s['q']:.2f}")
    print(f"{label} local dipole (e angstrom):", text(s["mu"], 2))
    qq = np.array(s["Q"])
    print(f"{label} Q xx yy zz xz (e angstrom^2):",
          text([qq[0, 0], qq[1, 1], qq[2, 2], qq[0, 2]], 2))
    print(f"{label} alpha xx yy zz (angstrom^3):", text(s["alpha"], 2))
print(f"permanent energy (eV): {U_perm * HARTREE:.5f}")
print(f"polarization energy (eV): {(U - U_perm) * HARTREE:.5f}")
print(f"total energy (eV): {U * HARTREE:.5f}  = {U:.7f} hartree")
print(f"smallest eigenvalue of A relative to 1/alpha: {smallest:.4f}")
print("induced dipole sizes M1..B2 (e angstrom):",
      text(np.linalg.norm(p, axis=1) * BOHR))
_, u, v, _ = frame_vectors(pos, 1)
gamma = math.degrees(math.acos(unit(u) @ unit(v)))
axes = local_axes(pos, 1)
fa, fb = torque_to_forces(pos, 1, torques[1])
print(f"A1 frame: u, v (angstrom): {np.linalg.norm(u)*BOHR:.4f} {np.linalg.norm(v)*BOHR:.4f}")
print(f"A1 frame: gamma (degree): {gamma:.3f}")
print("A1 field, local axes (V/angstrom):", text(-grad[1] @ axes * FORCE))
print("A1 induced dipole, local (e angstrom):", text(p[1] @ axes * BOHR))
print("A1 dipole torque, local (eV):",
      text(np.cross(mu[1] + p[1], -grad[1]) @ axes * HARTREE, 5))
print("A1 quadrupole torque, local (eV):",
      text(-2 * axial_vector(Q[1] @ hess[1]) @ axes * HARTREE, 5))
print("A1 total torque, local (eV):", text(torques[1] @ axes * HARTREE, 5))
print("A1 torque force on M1, local (eV/angstrom):", text(fa @ axes * FORCE, 5))
print("A1 torque force on B1, local (eV/angstrom):", text(fb @ axes * FORCE, 5))
print("A1 torque force on A1, local (eV/angstrom):", text(-(fa + fb) @ axes * FORCE, 5))
for label, array in (("direct", direct), ("torque", from_torque), ("total", forces)):
    for name, f in zip(NAMES, array):
        print(f"{label} force {name} (eV/angstrom):", text(f * FORCE))
print(f"point-charge cluster energy difference (eV): {cluster_error * HARTREE:.1e}")
print(f"largest force difference, two geometries (eV/angstrom): "
      f"{force_error * FORCE:.1e} {distorted_error * FORCE:.1e}")
print(f"net torque without torque forces (eV): {np.linalg.norm(direct_torque)*HARTREE:.5f}")
print(f"net torque with torque forces (eV): {net_torque * HARTREE:.1e}")
print(f"first-guess dipoles: energy error (eV): {(energy(pos, guess) - U) * HARTREE:.6f}")
print(f"first-guess dipoles: largest explicit force error (eV/angstrom): "
      f"{np.abs(guess_forces - forces).max() * FORCE:.5f}")
print(f"first-guess dipoles: largest response term (eV/angstrom): "
      f"{np.abs(response).max() * FORCE:.5f}")
print(f"halving dipole error divides energy, force errors by: "
      f"{energy_ratio:.3f} {force_ratio:.3f}")
print(f"frozen -p.E0/2: largest force error (eV/angstrom): {frozen_error * FORCE:.5f}")
print("ALL CHECKS PASSED")
```

Output:

```
position M1 (angstrom):      0.00      0.00      0.00
position A1 (angstrom):      0.80      0.60      0.00
position B1 (angstrom):     -0.80      0.60      0.00
position M2 (angstrom):      2.40      1.60      0.30
position A2 (angstrom):      3.00      1.60      1.10
position B2 (angstrom):      3.00      1.60     -0.50
centre M charge (e): -0.50
centre M local dipole (e angstrom):      0.00      0.00      0.10
centre M Q xx yy zz xz (e angstrom^2):      0.06     -0.10      0.04      0.00
centre M alpha xx yy zz (angstrom^3):      0.90      0.70      0.80
end A,B charge (e): 0.25
end A,B local dipole (e angstrom):      0.02      0.00     -0.05
end A,B Q xx yy zz xz (e angstrom^2):      0.02     -0.03      0.01      0.02
end A,B alpha xx yy zz (angstrom^3):      0.40      0.30      0.50
permanent energy (eV): -0.37822
polarization energy (eV): -0.09469
total energy (eV): -0.47291  = -0.0173793 hartree
smallest eigenvalue of A relative to 1/alpha: 0.7878
induced dipole sizes M1..B2 (e angstrom):    0.0343    0.0617    0.0108    0.0681    0.0159    0.0193
A1 frame: u, v (angstrom): 1.0000 1.6000
A1 frame: gamma (degree): 36.870
A1 field, local axes (V/angstrom):   -0.3189   -0.4288   -1.7406
A1 induced dipole, local (e angstrom):   -0.0089   -0.0089   -0.0604
A1 dipole torque, local (eV):  -0.03180   0.05461  -0.00763
A1 quadrupole torque, local (eV):  -0.07467  -0.14385   0.05344
A1 total torque, local (eV):  -0.10647  -0.08924   0.04581
A1 torque force on M1, local (eV/angstrom):  -0.08924   0.04539   0.00000
A1 torque force on B1, local (eV/angstrom):   0.00000   0.04772   0.00000
A1 torque force on A1, local (eV/angstrom):   0.08924  -0.09311   0.00000
direct force M1 (eV/angstrom):   -0.1255   -0.1164   -0.0096
direct force A1 (eV/angstrom):    0.7725    0.4082    0.2724
direct force B1 (eV/angstrom):    0.1026    0.0246    0.0151
direct force M2 (eV/angstrom):   -0.8857   -0.3323   -0.2827
direct force A2 (eV/angstrom):    0.0617    0.0047    0.0399
direct force B2 (eV/angstrom):    0.0744    0.0113   -0.0351
torque force M1 (eV/angstrom):    0.0241   -0.0858   -0.0932
torque force A1 (eV/angstrom):   -0.0442    0.0589    0.1411
torque force B1 (eV/angstrom):    0.0201    0.0268   -0.0478
torque force M2 (eV/angstrom):    0.0142    0.4528   -0.0432
torque force A2 (eV/angstrom):   -0.0359   -0.2988    0.0269
torque force B2 (eV/angstrom):    0.0217   -0.1539    0.0163
total force M1 (eV/angstrom):   -0.1014   -0.2022   -0.1029
total force A1 (eV/angstrom):    0.7283    0.4671    0.4135
total force B1 (eV/angstrom):    0.1227    0.0514   -0.0328
total force M2 (eV/angstrom):   -0.8715    0.1204   -0.3259
total force A2 (eV/angstrom):    0.0258   -0.2942    0.0668
total force B2 (eV/angstrom):    0.0961   -0.1426   -0.0188
point-charge cluster energy difference (eV): 2.1e-09
largest force difference, two geometries (eV/angstrom): 3.2e-11 3.5e-11
net torque without torque forces (eV): 0.36462
net torque with torque forces (eV): 6.0e-16
first-guess dipoles: energy error (eV): 0.004201
first-guess dipoles: largest explicit force error (eV/angstrom): 0.06040
first-guess dipoles: largest response term (eV/angstrom): 0.03962
halving dipole error divides energy, force errors by: 4.000 1.998
frozen -p.E0/2: largest force error (eV/angstrom): 0.15010
ALL CHECKS PASSED
```
